**Foster thermal impedance to positive Cauer ladder**

The program converts \(Z(s)=\sum_i R_i/(1+s\tau_i)\), with positive resistances \(R_i\) and distinct positive time constants \(\tau_i\), into a ladder with capacities \(C_j\) to ambient and series resistances \(r_j\). It asserts that all elements are positive in the worked example, in 60 random Foster networks and in a 20-term case. Ladder eigenmodes must return the original Foster data, and random positive ladders must survive the reverse conversion. Further assertions compare the first extraction with its zeros and residues, and the ladder's impedance, step response, heat outflow and stored heat with the derived formulas. For the four-term example the output gives capacities from 0.0146 to 2.18 J/K and resistances that add to 1 K/W. Wiring the Foster values as a ladder without conversion makes the rise at 0.001 s 33 % too low. A symbolic counterexample shows a positive-real impedance with one negative amplitude whose expansion requires an inductance. In the 20-term case, double precision gives a worst relative element error of 0.6 % while all signs stay positive.

## Numerical verification

```python
"""
Result under test: a Foster thermal impedance
    Z(s) = sum_i R_i / (1 + s tau_i),   R_i > 0, tau_i > 0 and distinct,
has a continued fraction whose elements are those of a Cauer ladder:
    Z = 1/(s C_1 + 1/(r_1 + 1/(s C_2 + ... + 1/(s C_n + 1/r_n)))),
with every C_j > 0 (node j to ambient) and every r_j > 0 (node j to node
j+1, the last one to ambient).
Symbols: s Laplace variable (1/s), R_i and r_j in K/W, C_j in J/K,
tau_i in s, p_i = 1/tau_i, k_i = R_i/tau_i. Temperatures are rises
above ambient.
"""
from fractions import Fraction
import random
import numpy as np
import sympy as sp
from scipy.linalg import eigh, expm
from scipy.optimize import brentq


def foster_polynomials(res, tau):
    """Coefficients, lowest power first, of D and N in Z = N/D."""
    one = res[0] / res[0]

    def product(times):
        poly = [one]
        for t in times:
            poly = [a + t * b for a, b in zip(poly + [0 * one],
                                              [0 * one] + poly)]
        return poly

    den = product(tau)
    num = [0 * one] * len(tau)
    for i, r in enumerate(res):
        part = product(tau[:i] + tau[i + 1:])
        num = [a + r * b for a, b in zip(num, part)]
    return den, num


def cauer(res, tau):
    """Continued fraction by alternate division; works in any arithmetic."""
    den, num = foster_polynomials(res, tau)
    r_lad, c_lad, stages = [], [], []
    while num:
        stages.append((den, num))
        c = den[-1] / num[-1]
        den = [den[0]] + [den[k] - c * num[k - 1] for k in range(1, len(num))]
        r = num[-1] / den[-1]
        num = [num[k] - r * den[k] for k in range(len(num) - 1)]
        c_lad.append(c)
        r_lad.append(r)
    return r_lad, c_lad, stages


def conductance_matrix(r):
    """Heat balance matrix of a ladder whose last resistor ends at ambient."""
    n = len(r)
    g = np.zeros((n, n))
    for j in range(n):
        g[j, j] += 1 / r[j]
        if j + 1 < n:
            g[j + 1, j + 1] += 1 / r[j]
            g[j, j + 1] -= 1 / r[j]
            g[j + 1, j] -= 1 / r[j]
    return g


def ladder_modes(r, c):
    """Decay rates and residues of the heated-node impedance of a ladder."""
    rates, vec = eigh(conductance_matrix(r), np.diag(c))
    return rates, vec[0] ** 2


def ladder_step(r, c, power, time):
    """Node temperature rises after a power step into node 1."""
    g = conductance_matrix(r)
    steady = np.linalg.solve(g, power * np.eye(len(r))[0])
    return steady - expm(-(g / np.array(c)[:, None]) * time) @ steady


def as_float(values):
    return np.array([float(v) for v in values])


# ---------- worked example: conversion in exact fractions ----------
res_exact = [Fraction(x) for x in ("0.05", "0.15", "0.30", "0.50")]
tau_exact = [Fraction(x) for x in ("0.001", "0.01", "0.1", "1")]
power = 50.0
r_exact, c_exact, stages = cauer(res_exact, tau_exact)
assert len(r_exact) == len(c_exact) == 4
assert min(r_exact + c_exact) > 0
assert sum(r_exact) == sum(res_exact)
R, tau = as_float(res_exact), as_float(tau_exact)
r, c = as_float(r_exact), as_float(c_exact)
k, p = R / tau, 1 / tau

# Ladder eigenmodes must return the Foster data.
rates, residues = ladder_modes(r, c)
assert np.allclose(1 / rates[::-1], tau, rtol=1e-9)
assert np.allclose((residues / rates)[::-1], R, rtol=1e-9)

# Nodal solution at complex s: impedance, and heat flow into ambient.
for s in (0.3j, 5j, 80j, 2000j, 2 + 7j):
    temp = np.linalg.solve(conductance_matrix(r) + s * np.diag(c),
                           np.eye(4)[0])
    assert abs(temp[0] / np.sum(R / (1 + s * tau)) - 1) < 1e-9
    assert abs(temp[-1] / r[-1] * np.prod(1 + s * tau) - 1) < 1e-8


# ---------- first extraction through zeros and residues ----------
def impedance(s):
    return np.sum(k / (s + p))


def root_between(func, low, high):
    edge = 1e-9 * (high - low)
    return brentq(func, low + edge, high - edge, xtol=1e-14, rtol=1e-14)


p_up = np.sort(p)
z = np.array([-root_between(impedance, -p_up[j + 1], -p_up[j])
              for j in range(3)])
b = np.array([1 / np.sum(k / (p - zj) ** 2) for zj in z])
g_inf = 1 / R.sum() + np.sum(b / z)
assert np.all(b > 0)
assert np.isclose(c[0], 1 / k.sum(), rtol=1e-12)
assert np.isclose(r[0], 1 / g_inf, rtol=1e-9)
assert np.isclose(r[0], k.sum() ** 2 / np.sum(k * p), rtol=1e-12)
for s in (0.7, 30.0, 4j, 900j):
    expansion = s * c[0] + g_inf - np.sum(b / (s + z))
    assert abs(expansion * impedance(s) - 1) < 1e-9


def remainder_admittance(s):
    return g_inf - np.sum(b / (s + z))


ends = np.concatenate(([0.0], z))
w = np.array([-root_between(remainder_admittance, -ends[j + 1], -ends[j])
              for j in range(3)])
k_next = np.array([1 / np.sum(b / (z - wj) ** 2) for wj in w])
tail_rates, tail_residues = ladder_modes(r[1:], c[1:])
assert np.allclose(w, tail_rates, rtol=1e-8)
assert np.allclose(k_next, tail_residues, rtol=1e-7)

# ---------- time domain ----------
times = [0.001, 0.01, 0.1, 1.0]
histories = []
for t in times:
    temp = ladder_step(r, c, power, t)
    foster_rise = power * np.sum(R * (1 - np.exp(-t / tau)))
    assert abs(temp[0] - foster_rise) < 1e-8 * power
    weights = [np.prod([tau[i] / (tau[i] - tau[j])
                        for j in range(4) if j != i]) for i in range(4)]
    outflow = power * (1 - np.sum(weights * np.exp(-t / tau)))
    assert abs(temp[-1] / r[-1] - outflow) < 1e-7 * power
    histories.append((t, temp, temp[-1] / r[-1]))
steady = np.linalg.solve(conductance_matrix(r), power * np.eye(4)[0])
stored = np.sum(c * steady)
assert np.isclose(stored, power * tau.sum(), rtol=1e-10)

# Foster values wired as a ladder without conversion give another response.
c_foster = tau / R
rewired = ladder_step(R, c_foster, power, 0.001)[0]
correct = histories[0][1][0]
assert abs(rewired / correct - 1) > 0.1

# ---------- random networks, both directions ----------
rng = random.Random(4)
network_count = 0
for _ in range(60):
    n = rng.randint(1, 6)
    rr = [Fraction(rng.randint(1, 50)) for _ in range(n)]
    tt = [Fraction(x) for x in sorted(rng.sample(range(1, 201), n))]
    lr, lc, _unused = cauer(rr, tt)
    assert min(lr + lc) > 0
    lam, resid = ladder_modes(as_float(lr), as_float(lc))
    assert np.allclose(1 / lam[::-1], as_float(tt), rtol=1e-7)
    assert np.allclose((resid / lam)[::-1], as_float(rr), rtol=1e-6)
    network_count += 1
for _ in range(20):
    lr = np.array([rng.uniform(0.5, 2) for _ in range(4)])
    lc = np.array([rng.uniform(0.5, 2) for _ in range(4)])
    lam, resid = ladder_modes(lr, lc)
    assert np.all(resid > 0)
    back_r, back_c, _unused = cauer([Fraction(float(x)) for x in resid / lam],
                                    [Fraction(float(x)) for x in 1 / lam])
    assert np.allclose(as_float(back_r), lr, rtol=1e-6)
    assert np.allclose(as_float(back_c), lc, rtol=1e-6)

# ---------- positive real, but with one negative Foster amplitude ----------
S = sp.symbols("s")
omega = sp.symbols("omega", real=True)
Z_bad = 2 / (S + 1) - 1 / (S + 2)
real_part = sp.re(sp.expand_complex(Z_bad.subs(S, sp.I * omega)))
assert sp.simplify(real_part - 6 / ((1 + omega**2) * (4 + omega**2))) == 0
Y_bad = sp.cancel(1 / Z_bad)
C_bad = sp.limit(Y_bad / S, S, sp.oo)
rest_bad = sp.cancel(Y_bad - C_bad * S)
assert sp.limit(rest_bad, S, sp.oo) == 0
series_bad = sp.expand(sp.cancel(1 / rest_bad))
assert sp.diff(series_bad, S) > 0 and sp.diff(series_bad, S, 2) == 0

# ---------- same division in exact and in double arithmetic ----------
n_long = 20
exact_r, exact_c, _unused = cauer([Fraction(1)] * n_long,
                                  [Fraction(i) for i in range(1, n_long + 1)])
double_r, double_c, _unused = cauer([1.0] * n_long,
                                    [float(i) for i in range(1, n_long + 1)])
assert min(exact_r + exact_c) > 0
exact_all = as_float(exact_r + exact_c)
double_all = np.array(double_r + double_c)
worst_error = np.max(np.abs(double_all / exact_all - 1))
assert worst_error > 1e-10

# ---------- printed results ----------
def row(values, digits=7):
    return ", ".join(f"{float(v):.{digits}g}" for v in values)


print("Foster R (K/W):", row(R))
print("Foster tau (s):", row(tau))
print("Foster capacities tau/R (J/K):", row(c_foster))
print("k_i = R_i/tau_i (K/J):", row(k))
print("sum k_i (K/J):", row([k.sum()]))
print("sum k_i p_i (K/(J s)):", row([np.sum(k * p)]))
print("zeros z_j (1/s):", row(z))
print("b_j (W/(K s)):", row(b))
print("g (W/K):", row([g_inf]))
print("remainder rates w_j (1/s):", row(w))
print("remainder residues k'_j (K/J):", row(k_next))
print("Polynomials, lowest power first; s in 1/s, Z in K/W")
for number, (den, num) in enumerate(stages, 1):
    print(f"stage {number} D:", row(den))
    print(f"stage {number} N:", row(num))
for j in range(4):
    print(f"ladder {j+1}: C = {c[j]:.6g} J/K, r = {r[j]:.6g} K/W")
print("sum of ladder r (K/W):", row([r.sum()]))
print("sum of ladder C (J/K):", row([c.sum()]))
print(f"power step: {power:g} W")
for t, temp, flow in histories:
    print(f"t = {t:g} s: node rises (K):", row(temp, 5))
    print(f"t = {t:g} s: heat flow to ambient (W): {flow:.4g}")
print("steady node rises (K):", row(steady, 6))
print(f"steady stored heat: {stored:.6g} J")
print(f"rise at 0.001 s, correct ladder: {correct:.4f} K")
print(f"rise at 0.001 s, rewired Foster values: {rewired:.4f} K")
print(f"relative error of rewiring: {100*(rewired/correct-1):.1f} %")
print("counterexample, scaled units: C_1 =", C_bad)
print("counterexample: admittance left =", rest_bad)
print("counterexample: its inverse =", series_bad)
print("random Foster networks converted:", network_count)
print("long case: number of Foster terms:", n_long)
print(f"long case: worst relative error in double: {worst_error:.1e}")
print("long case: nonpositive elements, exact:", int(np.sum(exact_all <= 0)))
print("long case: nonpositive elements, double:",
      int(np.sum(double_all <= 0)))
print("no test failed")
```

Running it gives:

```
Foster R (K/W): 0.05, 0.15, 0.3, 0.5
Foster tau (s): 0.001, 0.01, 0.1, 1
Foster capacities tau/R (J/K): 0.02, 0.06666667, 0.3333333, 2
k_i = R_i/tau_i (K/J): 50, 15, 3, 0.5
sum k_i (K/J): 68.5
sum k_i p_i (K/(J s)): 51530.5
zeros z_j (1/s): 1.873912, 23.35981, 333.4962
b_j (W/(K s)): 1.425055, 48.98495, 2376.027
g (W/K): 10.98204
remainder rates w_j (1/s): 1.007295, 10.44627, 126.3306
remainder residues k'_j (K/J): 0.4957826, 2.977026, 16.64601
Polynomials, lowest power first; s in 1/s, Z in K/W
stage 1 D: 1, 1.111, 0.11211, 0.001111, 1e-06
stage 1 N: 1, 0.57945, 0.024573, 6.85e-05
stage 2 D: 1, 1.096401, 0.1036509, 0.0007522701
stage 2 N: 0.9089423, 0.4796142, 0.01513479
stage 3 D: 1, 1.051223, 0.0798118
stage 3 N: 0.7193113, 0.2802698
stage 4 D: 1, 0.8463861
stage 4 N: 0.3881743
ladder 1: C = 0.0145985 J/K, r = 0.0910577 K/W
ladder 2: C = 0.0497047 J/K, r = 0.189631 K/W
ladder 3: C = 0.284768 J/K, r = 0.331137 K/W
ladder 4: C = 2.18043 J/K, r = 0.388174 K/W
sum of ladder r (K/W): 1
sum of ladder C (J/K): 2.529499
power step: 50 W
t = 0.001 s: node rises (K): 2.4683, 0.27066, 0.0018, 6.5542e-07
t = 0.001 s: heat flow to ambient (W): 1.688e-06
t = 0.01 s: node rises (K): 8.917, 4.9443, 0.42099, 0.0019139
t = 0.01 s: heat flow to ambient (W): 0.00493
t = 0.1 s: node rises (K): 21.861, 17.411, 8.8715, 0.56924
t = 0.1 s: heat flow to ambient (W): 1.466
t = 1 s: node rises (K): 40.802, 36.262, 26.892, 11.387
t = 1 s: heat flow to ambient (W): 29.34
steady node rises (K): 50, 45.4471, 35.9656, 19.4087
steady stored heat: 55.55 J
rise at 0.001 s, correct ladder: 2.4683 K
rise at 0.001 s, rewired Foster values: 1.6512 K
relative error of rewiring: -33.1 %
counterexample, scaled units: C_1 = 1
counterexample: admittance left = 2/(s + 3)
counterexample: its inverse = s/2 + 3/2
random Foster networks converted: 60
long case: number of Foster terms: 20
long case: worst relative error in double: 5.9e-03
long case: nonpositive elements, exact: 0
long case: nonpositive elements, double: 0
no test failed
```
